# Grain-size averages, boundary area and effective diffusivity in Harrison regime A

**Setting.** A polycrystal is filled by grains of one shape but different sizes. A grain of diameter $d$ has surface area $k_a d^2$ and volume $k_v d^3$, with the same constants $k_a,k_v$ for all grains. Every boundary is shared by two grains, and the outer surface of the specimen is negligible. Angle brackets denote averages over the number of grains in three dimensions, not over circles seen on a section.

The diameters are lognormal: $y=\ln(d/d_g)$ is normally distributed with mean zero and standard deviation $\sigma$, where $d_g$ is the median diameter and the logarithm is natural.

## Part (a): which diameter fixes the area?

**Question.** Express the boundary area per volume, $S_V$, through averages of $d$. Compare the result with what the number average $\langle d\rangle$ would give, for any size distribution.

**Model answer.** Adding the surfaces of all grains counts each boundary twice, so the sum must be halved:

$$
S_V=\frac{\tfrac12\sum_i k_a d_i^2}{\sum_i k_v d_i^3}
=\frac{k_a}{2k_v}\,\frac{\langle d^2\rangle}{\langle d^3\rangle}
=\frac{K}{d_{32}},
$$

$$
K=\frac{k_a}{2k_v},\qquad d_{32}=\frac{\langle d^3\rangle}{\langle d^2\rangle}.
$$

The length $d_{32}$ is the volume-to-surface diameter. Write $d_{10}=\langle d\rangle$. Then

$$
d_{32}-d_{10}=\frac{\langle d^3\rangle-\langle d\rangle\langle d^2\rangle}{\langle d^2\rangle}
=\frac{\langle (d-d')(d^2-d'^2)\rangle}{2\langle d^2\rangle}\ge 0,
$$

where $d$ and $d'$ are drawn independently. Expanding the product gives $2\langle d^3\rangle-2\langle d\rangle\langle d^2\rangle$, which confirms the second form. The product equals $(d-d')^2(d+d')$ and cannot be negative. Thus $K/d_{10}$ is never smaller than $S_V$, and the two agree when all grains have equal size.

A packing of cubes shows this without any lognormal law. Fill a periodic box of edge 4 with 4 cubes of edge 2 and 32 cubes of edge 1. The shared area is $\tfrac12(4\times24+32\times6)=144$ and the volume is 64, so $S_V=2.25$. For cubes $K=6/2=3$, and

$$
d_{32}=\frac{4\times8+32}{4\times4+32}=1.333,\qquad \frac{3}{1.333}=2.25.
$$

The number-average edge is $40/36$, which gives 2.70 instead. A direct count of the faces in such a packing also gives 2.25.

## Part (b): the lognormal case

**Question.** By what factor is $S_V$ wrong if $d_{10}$ replaces $d_{32}$ while $K$ is kept?

**Model answer.** Since $d=d_g e^y$, the moments are

$$
\langle d^k\rangle=\frac{d_g^k}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left(ky-\frac{y^2}{2\sigma^2}\right)dy .
$$

Completing the square,

$$
ky-\frac{y^2}{2\sigma^2}=-\frac{(y-k\sigma^2)^2}{2\sigma^2}+\frac{k^2\sigma^2}{2}.
$$

The remaining Gaussian integrates to $\sigma\sqrt{2\pi}$, so $\langle d^k\rangle=d_g^k\,e^{k^2\sigma^2/2}$. Hence

$$
d_{10}=d_g e^{\sigma^2/2},\qquad
d_{32}=d_g e^{(9-4)\sigma^2/2}=d_g e^{5\sigma^2/2},
$$

$$
F\equiv\frac{K/d_{10}}{K/d_{32}}=\frac{d_{32}}{d_{10}}=e^{2\sigma^2}.
$$

The area is overestimated by the factor $e^{2\sigma^2}$; the fractional excess is $e^{2\sigma^2}-1$, which tends to $2\sigma^2$ for a narrow distribution. Shape and median have cancelled. Numerical integration over the lognormal density gives $F=1.083$, 1.377 and 2.054 for $\sigma=0.2$, 0.4 and 0.6, in agreement with the formula.

The direction of the error depends on the average used. The volume-weighted mean diameter is $\langle d^4\rangle/\langle d^3\rangle=d_g e^{7\sigma^2/2}$. Inserting it multiplies the area by $e^{5\sigma^2/2-7\sigma^2/2}=e^{-\sigma^2}$, an underestimate.

## Part (c): from area to effective diffusivity

**Question.** In Harrison regime A, the lattice diffusion length exceeds the grain size and the diffusion fields of neighbouring boundaries overlap. Estimate the effective diffusivity $D_{\rm eff}$ for self-diffusion with thin, fast, isotropically oriented boundaries of width $\delta$. Is the estimate a bound?

**Model answer.** Let $D_l$ and $D_{gb}$ be the lattice and boundary diffusivities. For self-diffusion without segregation, the tracer concentration $c$ is continuous across a boundary. With a mean gradient $G$ along $x$, the steady field minimizes the quadratic functional

$$
D_{\rm eff}G^2=\min_c\frac1V\left[\int D_l|\nabla c|^2\,dV+\int \delta D_{gb}|\nabla_s c|^2\,dS\right],
$$

where $\nabla_s$ is the gradient within the boundary plane. The small volume occupied by the boundaries is neglected in the first integral.

Take the trial field $c=Gx$. On a boundary with unit normal $\mathbf n$, its squared in-plane gradient is $G^2(1-n_x^2)$. Isotropy and $n_x^2+n_y^2+n_z^2=1$ give an area average $\overline{n_x^2}=1/3$. Therefore

$$
D_{\rm eff}\le D_l+\tfrac23 S_V\delta D_{gb}.
$$

This is an upper bound within the thin-boundary model. It is attained if the uniform gradient also conserves matter in the boundary network. For this to hold for every gradient direction, the boundaries must have zero mean curvature, as flat ones do, and the currents must balance where boundaries meet. The first condition arises because the divergence of the in-plane part of a uniform gradient is proportional to the mean curvature. A cubic network meets both conditions: its walls are flat, and the currents in opposite walls cancel at each junction. In other networks the right-hand side is used below as an estimate, which can be somewhat too high. For the two-size cube packing of part (a) with insulating grain interiors and the large cubes alternating with blocks of small ones like a three-dimensional checkerboard, for example, the true boundary term is about 7.5% lower, because currents do not balance where large and small cubes meet. The deficit depends on the arrangement: with the four large cubes in one layer, at the same $S_V$, it is zero along the layer and at least 15% across it. For a packing of equal truncated octahedra, the shape used in part (e), it is only about 0.1% lower.

A finite-volume solution for a cubic network tests the factor $2/3$. The walls have thickness $1/24$ of the cell edge and diffusivity 96, relative to 1 inside the grains. With $S_V=3$ per cell edge, the formula gives $1+\tfrac23\times3\times96/24=9.00$; the solution gives 8.80 with one mesh cell across the wall and 8.84 with two, about 2% below the formula. Part of the difference is therefore due to the mesh; further refinement converges to about 8.88, 1.3% below the formula. Halving the wall thickness and doubling its diffusivity, with one cell across the wall, gives 8.90 (about 8.94 on a finer mesh), closer to the thin-wall value. The Hart mixture, which treats all boundary volume as parallel to the flux, gives 12.4. It counts the walls perpendicular to the gradient as fast paths along it.

## Part (d): how the area error propagates

**Question.** Find the resulting error in $D_{\rm eff}$, and in $\delta D_{gb}$ extracted from a measured $D_{\rm eff}$.

**Model answer.** Let $B=\tfrac23S_V\delta D_{gb}$ be the correct boundary term. The erroneous area changes $B$ to $FB$, so

$$
\frac{D_{\rm eff}^{\rm wrong}}{D_{\rm eff}}
=\frac{D_l+FB}{D_l+B}
=F-(F-1)\frac{D_l}{D_l+B}.
$$

The ratio tends to 1 when the lattice dominates and to $F$ when the boundaries dominate. In the latter limit the penetration length $\sqrt{D_{\rm eff}t}$ is too large by $\sqrt F=e^{\sigma^2}$.

For extraction, $D_{\rm eff}$ and $D_l$ are held fixed and

$$
\delta D_{gb}=\frac{3(D_{\rm eff}-D_l)}{2S_V}.
$$

An area too large by $F$ makes the extracted product too small by the factor $e^{-2\sigma^2}$.

## Part (e): fine-grained copper

**Question.** Evaluate the error for copper with grains pinned by alumina particles, held at 1000 K for 10 h. Use these rough typical values: $d_g=500$ nm, $\sigma=0.4$, $\delta=0.5$ nm; lattice prefactor 0.30 cm²/s and activation energy 2.10 eV; boundary prefactor 0.010 cm²/s and activation energy 0.75 eV. Represent the grains by truncated octahedra, with $d$ the diameter of the sphere of equal volume. Check regime A.

**Model answer.** A truncated octahedron of edge $a$ has area $(6+12\sqrt3)a^2$ and volume $8\sqrt2\,a^3$. With $d=(6V/\pi)^{1/3}$, this gives $K=Ad/(2V)=3.297$. No space-filling packing of these shapes with lognormal sizes is constructed here; $K$ is a representative factor, and it cancels from $F$.

The diameters and areas are

$$
d_{10}=500\,e^{0.08}=541.6\ \text{nm},\qquad d_{32}=500\,e^{0.40}=745.9\ \text{nm},
$$

$$
S_V=\frac{3.297}{0.7459\ \mu\text{m}}=4.42\ \mu\text{m}^{-1},\qquad
S_V^{\rm wrong}=\frac{3.297}{0.5416\ \mu\text{m}}=6.09\ \mu\text{m}^{-1}.
$$

With $k_BT=0.08617$ eV,

$$
D_l=0.30\,e^{-2.10/0.08617}=7.83\times10^{-12}\ \text{cm}^2/\text{s},
$$

$$
D_{gb}=0.010\,e^{-0.75/0.08617}=1.66\times10^{-6}\ \text{cm}^2/\text{s}.
$$

The boundary volume fraction is $S_V\delta=0.00221$, so

$$
D_{\rm eff}=7.83\times10^{-12}+\tfrac23(0.00221)(1.66\times10^{-6})
=2.45\times10^{-9}\ \text{cm}^2/\text{s}.
$$

The number average gives $3.38\times10^{-9}$ cm²/s, larger by the factor 1.376. This is close to $F=1.377$ because the lattice term is only about 0.3% of $D_{\rm eff}$. The penetration length rises from 94 to 110 µm. An extracted $\delta D_{gb}$ would be multiplied by 0.726.

For the regime check, weighting the number density by $d^3$ multiplies it by $e^{3y}$. The square completed in part (b), with $k=3$, shows that the distribution stays lognormal with the same $\sigma$ and median $d_ge^{3\sigma^2}=808$ nm. Its 99th percentile is $808\,e^{2.326\times0.4}\approx2050$ nm. The lattice diffusion length $\sqrt{D_lt}=5.3$ µm is 2.6 times this, which supports regime A, with a moderate margin for the largest grains.

## Part (f): what limits the numbers?

**Question.** Estimate whether particles of radius $r=4$ nm and volume fraction $f=0.025$ can hold the grains, and assess the other main simplifications.

**Model answer.** Let $\gamma$ be the boundary energy per area. A particle pulls on a boundary with force $2\pi r\gamma\sin\theta\cos\theta$, at most $\pi r\gamma$. A plane cuts all particles whose centres lie within $r$ of it, which is $2r\,f/(4\pi r^3/3)=3f/(2\pi r^2)$ per area. The greatest drag pressure is their product, $3f\gamma/(2r)$. Equating it to the curvature pressure $2\gamma/R$ of a grain of radius $R$ gives

$$
2R=\frac{8r}{3f}=\frac{8\times4}{3\times0.025}=427\ \text{nm}.
$$

The mean grain, at 542 nm, is held in this estimate; grains below 427 nm are not. They are 35% of the grains by number but contain only 5.5% of the volume. Removing them from the distribution lowers $F$ from 1.38 to 1.22, so the value 1.38 in part (e) applies only while the stated distribution, including these small grains, persists during the anneal. Removing the smallest grains raises both averages, so the fall in their ratio means that $d_{10}$ rises proportionally more than $d_{32}$. The lower tail therefore matters to the size of the error. The threshold itself is crude, because $2\gamma/R$ is the pressure on an isolated spherical grain. If the curvature of the neighbours is subtracted in mean-field form, $2\gamma(1/R-1/\bar R)$ with $\bar R=d_{10}/2$, the threshold falls to 239 nm; only 3% of the grains by number lie below it, and removing them gives $F=1.35$. Removing instead all grains above 1625 nm, three times the mean, gives $F=1.35$.

Sampling 500 grains gives $d_{32}$ a relative standard deviation of 4.1%, well below the 38% bias in area. The absolute diffusivity is less secure: lowering the boundary activation energy by 0.05 eV multiplies $D_{gb}$ by 1.79, more than the averaging error itself.

Alumina-strengthened copper is a real material with fine, particle-pinned grains, but extrusion elongates them, which breaks the assumption of isotropic boundaries. For long columns at fixed $S_V$, all normals are perpendicular to the column axis. In the uniform-gradient estimate of part (c), the orientation factor is then 1 along the axis and, for normals evenly spread around it, $1/2$ across it, instead of $2/3$. The estimated boundary term changes by factors of $3/2$ and $3/4$; the value across the axis is again an upper bound. The area formula $K/d_{32}$ survives elongation if all grains keep one common shape; if shape varies with size, $K$ no longer cancels and $e^{2\sigma^2}$ need not hold.

The main computed values are collected in the numerical output below.

## Computed results

```
AREA FACTOR d32/d10 BY QUADRATURE
sigma = 0.2: factor = 1.0833 (dimensionless)
sigma = 0.3: factor = 1.1972 (dimensionless)
sigma = 0.4: factor = 1.3771 (dimensionless)
sigma = 0.5: factor = 1.6487 (dimensionless)
sigma = 0.6: factor = 2.0544 (dimensionless)
CUBE PACKING, EDGES 2 AND 1 (length unit = small edge)
counted boundary area per volume = 2.2500 1/edge
volume-to-surface edge = 1.3333 edge
area from that edge = 2.2500 1/edge
area from number-average edge = 2.7000 1/edge
CUBIC WALL NETWORK (interior diffusivity = 1)
cells per edge = 24, wall diffusivity = 96
finite-volume D_eff = 8.796
thin-wall formula = 9.000
all-parallel Hart mixture = 12.387
mean of 1-n_x^2, random normals = 0.6669
EXAMPLE INPUTS (rough typical values)
temperature = 1000 K, time = 10 h, kT = 0.08617 eV
median diameter = 500 nm, sigma = 0.4
boundary width = 0.5 nm
lattice: D0 = 0.30 cm2/s, Q = 2.10 eV
boundary: D0 = 0.010 cm2/s, Q = 0.75 eV
particle radius = 4 nm, fraction = 0.025
EXAMPLE RESULTS
shape factor K, truncated octahedron = 3.2970
number-average diameter = 541.6 nm
volume-to-surface diameter = 745.9 nm
correct area per volume = 4.420 1/um
area with number average = 6.087 1/um
area ratio = 1.3771
area ratio, one million sampled grains = 1.3778
D_l = 7.827e-12 cm2/s, D_gb = 1.660e-06 cm2/s
correct D_eff = 2.454e-09 cm2/s
D_eff with number average = 3.376e-09 cm2/s
D_eff ratio = 1.3759
penetration length, correct = 94.0 um
penetration length, number average = 110.3 um
factor on extracted delta*D_gb = 0.7261
lattice diffusion length = 5.31 um
volume-weighted median diameter = 808.0 nm
99th volume percentile of diameter = 2049 nm
NEGLECTED EFFECTS
area factor, grains above 1625 nm cut = 1.3481
Zener pinning diameter = 427 nm
volume share below pinning diameter = 5.5 %
area factor without those grains = 1.2228
scatter of d32 from 500 grains = 4.1 %
Hart D_eff / isotropic D_eff = 1.498
D_gb factor for 0.05 eV error = 1.786
boundary volume fraction = 0.221 %
```
